# Linear Bunching Instability of Steps on a Strained Vicinal Film

## What symmetry and dimensions already fix

Consider straight, parallel steps of height \(h\), descending toward \(+x\), at positions \(x_n=nL+u_n\). Two steps a distance \(d\) apart have the interaction energy per unit step length

\[
e(d)=A\ln d+\frac{B}{d^2},\qquad A,B>0 .
\]

The unit of length in the logarithm only adds a constant. The first term attracts and the second repels.

For a ripple \(u_n\propto e^{in\phi}\), translation symmetry makes the linear restoring or destabilizing force proportional to \(u_n\):

\[
f_n=K(\phi)\,u_n .
\]

A rigid shift creates no force, so \(K(0)=0\). Mirror symmetry of the pair forces gives \(K(-\phi)=K(\phi)\), so \(0<\phi\le\pi\) suffices. The energy is linear in \(A\) and \(B\), and \(L\) is the only length in the uniform array. Therefore

\[
K=\frac{A}{L^2}a(\phi)-\frac{B}{L^4}b(\phi),
\]

with dimensionless \(a\) and \(b\). The competition is controlled by \(AL^2/B\): wide spacing favours attraction. It remains to find \(a\) and \(b\), and to turn force into motion.

## Simplest case: one step between two fixed neighbours

Hold neighbours at \(\pm L\) and displace the middle step by \(u\). Since the force is minus the energy derivative,

\[
f=A\left[\frac1{L-u}-\frac1{L+u}\right]
-2B\left[\frac1{(L-u)^3}-\frac1{(L+u)^3}\right].
\]

To first order the brackets are \(2u/L^2\) and \(6u/L^4\), so

\[
f=\left(\frac{2A}{L^2}-\frac{12B}{L^4}\right)u .
\]

A slightly displaced step starts to move toward its nearer neighbour if \(L^2>6B/A\); at larger displacement the repulsion stops it. This case suggests that closely spaced steps are stable. The infinite array will show that this holds only for sufficiently short ripples.

## Where the logarithm comes from

Take film and substrate as one isotropic elastic half-space, with Young modulus \(Y\) and Poisson ratio \(\nu\). A biaxial misfit strain of magnitude \(\varepsilon\) gives a stress of magnitude \(Y\varepsilon/(1-\nu)\). A layer of height \(h\) carries this stress up to its edge, where the unbalanced force per step length is

\[
f_s=\frac{Y\varepsilon h}{1-\nu}.
\]

It has the same direction at every step of a descending staircase. For small surface slope it may be applied to a flat half-space. On a vicinal substrate the buried film–substrate interface is stepped too, and its steps carry opposite forces. Their varying effect on the surface steps fades with depth; it is neglected here, which requires a film at least about two step spacings thick. The film must also remain coherent. At \(\varepsilon=0.01\) the equilibrium critical thickness for misfit dislocations is only a few to about ten nanometres, so a film this thick is generally metastable, and any relaxation lowers \(\varepsilon\) and hence \(A\).

Let such a force act along \(+x\) at the origin, with \(\theta\) measured from \(+x\) into the solid. Try \(\sigma_{rr}=C\cos\theta/r\), with \(\sigma_{\theta\theta}=\sigma_{r\theta}=0\). Radial equilibrium holds because

\[
\partial_r\sigma_{rr}+\frac{\sigma_{rr}}r
=-\frac{C\cos\theta}{r^2}+\frac{C\cos\theta}{r^2}=0 .
\]

The angular equation is satisfied trivially, the free surface carries no traction, and compatibility holds because \(\cos\theta/r\) is harmonic. Force balance on a half-disc fixes \(C\):

\[
f_s+\int_0^\pi \sigma_{rr}\cos\theta\,r\,d\theta
=f_s+\frac{\pi C}{2}=0,\qquad C=-\frac{2f_s}{\pi}.
\]

There is no additional strain along the straight steps, so \(\sigma_{yy}=\nu\sigma_{xx}\) at the surface. Hooke's law then gives

\[
\partial_xu_x=\frac{1-\nu^2}{Y}\sigma_{xx}
=-\frac{2(1-\nu^2)f_s}{\pi Yx}.
\]

Thus \(u_x(d)=-[2(1-\nu^2)f_s/\pi Y]\ln d+\text{constant}\). With fixed loads, the stored energy is half the sum of force times displacement, and the load potential is minus the full sum. Their total is minus one half of the sum. The two equal cross terms of a pair therefore give \(-f_su_x(d)\), or

\[
e_{\rm el}=A\ln d+\text{constant},\qquad
A=\frac{2(1-\nu^2)f_s^2}{\pi Y}.
\]

The square makes the interaction attractive for either sign of misfit. The repulsion coefficient \(B\) is an input to the model.

## From three steps to an infinite array

Summing over all other steps,

\[
f_n=\sum_{m\ne n}\left[\frac{A}{x_m-x_n}
-\frac{2B}{(x_m-x_n)^3}\right].
\]

For uniform spacing the terms at equal distances on the two sides cancel. The \(1/d\) sum must be taken symmetrically; this describes a periodic train without ends.

Now write \(r=(m-n)L\) and \(\delta=u_m-u_n\). Using

\[
\frac1{r+\delta}\simeq\frac1r-\frac{\delta}{r^2},\qquad
\frac1{(r+\delta)^3}\simeq\frac1{r^3}-\frac{3\delta}{r^4},
\]

the first-order force is

\[
f_n=\sum_{m\ne n}\left[-\frac{A}{r^2}+\frac{6B}{r^4}\right](u_m-u_n).
\]

Steps at \(n+j\) and \(n-j\) together contribute \(e^{ij\phi}+e^{-ij\phi}-2=-2(1-\cos j\phi)\), times \(u_n\). Hence

\[
K=\frac{2A}{L^2}S_2-\frac{12B}{L^4}S_4,\qquad
S_p=\sum_{j=1}^\infty\frac{1-\cos j\phi}{j^p}.
\]

These sums converge absolutely. Keeping \(j=1\) and setting the neighbours' displacements to zero recovers the three-step result.

### Evaluating the sums

The sine coefficients of \((\pi-\phi)/2\) on \(0<\phi<2\pi\) are \(1/j\), by one integration by parts. Thus

\[
\sum_{j=1}^{\infty}\frac{\sin j\phi}{j}=\frac{\pi-\phi}{2}.
\]

Integrating from zero gives

\[
S_2=\frac{\pi\phi}{2}-\frac{\phi^2}{4}=\frac s4,\qquad
s\equiv\phi(2\pi-\phi).
\]

The average of \(1-\cos j\phi\) over a full period is one. Averaging \(S_2\) therefore gives

\[
\sum_j\frac1{j^2}=\frac1{2\pi}\int_0^{2\pi}
\frac{2\pi\phi-\phi^2}{4}\,d\phi=\frac{\pi^2}{6}.
\]

Next, \(S_4''=\sum_j\cos(j\phi)/j^2=\pi^2/6-S_2\), while \(S_4(0)=S_4'(0)=0\). Two integrations yield

\[
S_4=\frac{\pi^2\phi^2}{12}-\frac{\pi\phi^3}{12}+\frac{\phi^4}{48}
=\frac{\phi^2(2\pi-\phi)^2}{48}=\frac{s^2}{48}.
\]

Substitution gives the compact result

\[
K=\frac{As}{2L^2}-\frac{Bs^2}{4L^4}
=\frac{As}{2L^2}\left(1-\frac{s}{s_c}\right),\qquad
s_c=\frac{2AL^2}{B}.
\]

### Limit: alternate steps move oppositely

At \(\phi=\pi\), neighbouring steps form pairs and \(s=\pi^2\). This mode has \(K>0\) only if

\[
L>L_{\rm all}=\pi\sqrt{\frac{B}{2A}} .
\]

The threshold \(L^2=\pi^2B/(2A)\simeq4.93B/A\) is below the three-step value \(6B/A\). The opposite motion of the nearest neighbours doubles both terms of \(K\) and by itself leaves the threshold unchanged. The steps at odd distances \(j\ge3\) lower it, because they add relatively more to the attraction, weighted by \(1/j^2\), than to the repulsion, weighted by \(1/j^4\).

## Turning force into motion

Atoms diffuse on terraces with diffusivity \(D\), attach from either side with the same coefficient \(k\), and do not desorb or cross steps without attaching. Let \(\Omega\) be the area per atom in a layer. Advancing unit length of step by \(\delta x\) adds \(\delta x/\Omega\) atoms, so

\[
\mu_n=\Omega\frac{\partial E}{\partial x_n}=-\Omega f_n ,
\]

where \(E\) is the total interaction energy per step length. For \(|\mu_n|\ll k_BT\), the equilibrium adatom density at the step is \(c_n=c_0(1+\mu_n/k_BT)\).

On the terrace between steps \(n\) and \(n+1\), of width \(w\), assume quasi-static diffusion under deposition flux \(F\):

\[
Dc''+F=0 .
\]

This requires terrace relaxation to be fast compared with step motion, and a small adatom coverage. Let \(p\) be the flux into the left step and \(q=Fw-p\) that into the right step. Attachment gives

\[
c(0)=c_n+\frac pk,\qquad c(w)=c_{n+1}+\frac{Fw-p}{k}.
\]

Integrating the diffusion equation gives \(c(w)-c(0)=pw/D-Fw^2/(2D)\). Equating the two expressions for this difference,

\[
p\left(\frac wD+\frac2k\right)=c_{n+1}-c_n
+\frac{Fw}{2}\left(\frac wD+\frac2k\right),
\]

and hence

\[
p=\frac{Fw}{2}+\frac{D(c_{n+1}-c_n)}{w+2D/k}.
\]

Half the deposited atoms reach each step; the remaining term is exchange driven by chemical potential.

Step \(n\) collects \(p\) from its right terrace and \(q\) from its left. With \(w_n=x_{n+1}-x_n\), its velocity is

\[
\begin{aligned}
\dot x_n={}&\frac{F\Omega}{2}(w_n+w_{n-1})\\
&+\frac{\Omega Dc_0}{k_BT}\left[
\frac{\mu_{n+1}-\mu_n}{w_n+2D/k}
-\frac{\mu_n-\mu_{n-1}}{w_{n-1}+2D/k}\right].
\end{aligned}
\]

Uniform steps drift at \(F\Omega L\). In the drifting frame set \(u_n\propto e^{in\phi+\sigma t}\). Since \(\mu_n\) is already first order, the denominators may be replaced by \(L+2D/k\). The deposition term gives \(F\Omega(u_{n+1}-u_{n-1})/2=iF\Omega\sin\phi\,u_n\). The exchange term contains

\[
\mu_{n+1}+\mu_{n-1}-2\mu_n
=-2(1-\cos\phi)\mu_n
=2\Omega K(1-\cos\phi)u_n .
\]

Therefore

\[
\sigma=2G(1-\cos\phi)K+iF\Omega\sin\phi,\qquad
G=\frac{\Omega^2Dc_0}{k_BT(L+2D/k)} .
\]

When \(K>0\), a forward-displaced step has lowered chemical potential, receives atoms and advances further. Deposition changes the phase of the ripple but not its growth rate. This separation relies on symmetric attachment and on quasi-static diffusion. An Ehrlich–Schwoebel barrier lies outside the result. Step motion through the adatom gas adds to the growth rate a term of order \(\Omega c_0\,F\Omega\,\phi^2\) at long wavelength. It is about \(10^{-5}\) of the maximum rate in the 5 nm example below, but it does not depend on misfit.

## Which ripples grow?

As \(\phi\) rises from zero to \(\pi\), \(s\) rises from zero to \(\pi^2\). Modes with \(0<s<s_c\) grow. An infinite array is thus unstable at every spacing, although the unstable wavelengths may be long. If \(s_c<\pi^2\), solving \(s=s_c\) gives the cutoff

\[
\phi_c=\pi-\sqrt{\pi^2-s_c}.
\]

A finite periodic train has smallest phase \(2\pi/N\), so it is linearly stable if \(2\pi/N>\phi_c\). For \(L>L_{\rm all}\), all modes with \(0<\phi\le\pi\) grow.

### Long-wave limit

For small \(\phi\), \(1-\cos\phi\simeq\phi^2/2\), while

\[
K\simeq\frac{\pi A}{L^2}\phi
-\left(\frac{A}{2L^2}+\frac{\pi^2B}{L^4}\right)\phi^2 .
\]

The growth rate is consequently

\[
\operatorname{Re}\sigma\simeq G\left[
\frac{\pi A}{L^2}\phi^3-
\left(\frac{A}{2L^2}+\frac{\pi^2B}{L^4}\right)\phi^4\right].
\]

The long-range attraction supplies the lower power and wins at small \(\phi\). When \(s_c\ll1\), the \(A/2L^2\) correction is negligible, \(\phi_c\simeq AL^2/(\pi B)\), and the rate varies as \(\phi^3(1-\phi/\phi_c)\). Setting its derivative to zero gives \(\phi_*=3\phi_c/4\), hence

\[
\lambda_*\simeq\frac{8\pi^2B}{3AL},\qquad
\sigma_*\simeq\frac{27GA^4L^4}{256\pi^2B^3}.
\]

Since \(A\propto\varepsilon^2\), in this regime the wavelength scales as \(\varepsilon^{-2}\) and the rate as \(\varepsilon^8\), at fixed spacing, temperature, kinetics and \(B\). Because this rate falls so steeply, at weak misfit and high flux the neglected flux-driven \(\phi^2\) term can exceed it, and these scalings then no longer apply.

### The fastest mode at any spacing

Let \(y=\pi-\phi\), so \(s=\pi^2-y^2\) and \(ds/d\phi=2y\). Within the unstable band,

\[
\frac{d\ln\operatorname{Re}\sigma}{d\phi}
=\tan\frac y2+2y\left(\frac1s-\frac1{s_c-s}\right).
\]

Thus \(\phi=\pi\) is stationary, and an interior maximum satisfies

\[
\frac1s+\frac{\tan(y/2)}{2y}=\frac1{s_c-s}.
\]

As \(\phi\) increases, the left side falls, because \(s\) grows and \(\tan(y/2)/y\) increases with \(y\). The right side rises. There is at most one crossing, and the rate changes there from rising to falling. At \(\phi=\pi\) the left side is \(1/\pi^2+1/4\), so the crossing disappears when

\[
s_c\ge\pi^2+\frac{4\pi^2}{\pi^2+4}\simeq12.72 .
\]

Pairing is then fastest. Slightly above \(L_{\rm all}\), pairing grows but a longer ripple grows faster.

## Numbers for two spacings

Use round model parameters: \(Y=100\) GPa, \(\nu=0.25\), \(\varepsilon=0.01\), \(h=0.2\) nm and \(B=0.05\) eV nm. The line force is \(f_s=1.6644\) eV/nm². Eliminating \(Y\) from \(A\),

\[
A=\frac{2(1+\nu)f_s\varepsilon h}{\pi}
=\frac{2(1.25)(1.6644)(0.01)(0.2)}{\pi}
=0.002649\ \text{eV/nm}.
\]

This gives \(L_{\rm all}=9.65\) nm; pairing becomes fastest at 10.95 nm.

The kinetic inputs are \(k_BT=0.06894\) eV (800 K), \(\Omega=0.1\) nm², \(D=10^8\) nm²/s, \(c_0=10^{-3}\) nm⁻² and \(D/k=5\) nm. For \(L=5\) nm,

\[
G=\frac{(0.1)^2(10^8)(10^{-3})}{0.06894(5+10)}
=967\ \text{nm}^3/(\text{eV s}).
\]

The unit follows from the definition. The label nm²/(eV s) beside \(G\) in the numerical output should read nm³/(eV s); the values are unaffected.

**Spacing 5 nm.** Here \(s_c=2(0.002649)(25)/0.05=2.649\). The cutoff is \(\phi_c=0.4545\), or 69.1 nm, and the fastest phase is 0.3368. Then \(s=2.003\), and

\[
K=\frac{0.002649(2.003)}{50}
\left(1-\frac{2.003}{2.649}\right)
\simeq2.59\times10^{-5}\ \text{eV/nm}^3 .
\]

With \(1-\cos\phi=0.0562\), the rate is \(2(967)(0.0562)K=2.81\times10^{-3}\) s⁻¹. The fastest ripple spans 18.7 steps, or 93.3 nm, and takes 356 s to grow by a factor \(e\). At \(F\Omega=0.005\) layers/s, 1.78 layers arrive in that time. Pairing instead decays at 5.51 s⁻¹.

The small-\(s_c\) formulas give 99.4 nm and \(2.54\times10^{-3}\) s⁻¹. Relative to the full results, the wavelength is about 7% high and the rate about 10% low, although \(s_c\) is not small.

**Spacing 12 nm.** Now \(s_c=15.26\), so pairing is fastest. With \(s=\pi^2\),

\[
K=\frac{0.002649\pi^2}{288}
\left(1-\frac{\pi^2}{15.26}\right)
\simeq3.21\times10^{-5}\ \text{eV/nm}^3 .
\]

Since \(G=659\) nm³/(eV s) and \(1-\cos\pi=2\), the rate is \(4GK=0.0846\) s⁻¹, with an e-folding time of 11.8 s and a wavelength of 24 nm.

This rate is 30 times the first. The factor \(1-\cos\phi\) rises about 36-fold, \(K\) rises by a factor of 1.24, and \(G\) falls to 0.68 of its value. The change is mainly kinetic: pairing transfers atoms between adjacent steps, whereas a long ripple needs transport across many terraces.

## Numerical checks and range of validity

The linear response of a periodic ring of 60 steps was computed from pair forces and a separate diffusion solution on each terrace. For both spacings its complex rates agree with the dispersion relation within \(5\times10^{-8}\) s⁻¹, about \(2\times10^{-5}\) of the maximum growth rate at 5 nm. Removing deposition left the growth rates unchanged within numerical tolerance. At 5 nm, removing attraction made every nonuniform ring mode decay, and removing repulsion made every one grow.

A small ripple evolved with the nonlinear equations at \(L=5\) nm grew at \(2.74698\times10^{-3}\) s⁻¹, against \(2.74699\times10^{-3}\) s⁻¹ from the formula for that ring mode. This confirms the initial exponential stage, not the size or spacing of mature bunches. Linearization requires the changes in step spacing to remain small compared with \(L\). Step meandering, unequal elastic constants, desorption and step permeability also require a different calculation.

## Computed results

```
Young modulus = 100 GPa
Poisson ratio = 0.25; misfit strain = 0.01
step height = 0.2 nm
temperature = 800 K; kT = 0.06894 eV
area per atom Omega = 0.10 nm^2
diffusivity D = 1.0e+08 nm^2/s
equilibrium adatom density c0 = 1.0e-03 nm^-2
attachment length D/k = 5.0 nm
deposition flux F = 0.05 nm^-2 s^-1
deposition rate F Omega = 0.0050 layers/s
line force per step length = 1.66440 eV/nm^2
attraction coefficient A = 0.002649 eV/nm
repulsion coefficient B = 0.050 eV nm
spacing where pairing is marginal L_all = 9.6512 nm
s_c where pairing becomes fastest = 12.7160
spacing where pairing becomes fastest = 10.9548 nm
case 1 spacing = 5.0 nm; s_c = 2.6490
case 1 kinetic factor G = 967.043 nm^2/(eV s)
case 1 cutoff phase = 0.45447 rad
case 1 cutoff wavelength = 69.126 nm
case 1 fastest phase = 0.33683 rad
case 1 fastest/cutoff phase = 0.7411
case 1 steps per fastest wavelength = 18.654
case 1 fastest wavelength = 93.271 nm
case 1 maximum growth rate = 2.81272e-03 s^-1
case 1 e-folding time = 355.53 s
case 1 layers deposited per e-fold = 1.778
case 1 pairing-mode rate = -5.51328 s^-1
case 2 spacing = 12.0 nm; s_c = 15.2581
case 2 kinetic factor G = 659.348 nm^2/(eV s)
case 2 fastest phase = 3.14159 rad
case 2 fastest wavelength = 24.000 nm
case 2 maximum growth rate = 0.08455 s^-1
case 2 e-folding time = 11.8269 s
number of steps in numerical ring = 60
largest Jacobian-formula difference = 4.99e-08 s^-1
time-integrated ring mode number = 3
ring rate from formula = 2.746989e-03 s^-1
ring rate from nonlinear evolution = 2.746978e-03 s^-1
small-cutoff test: fastest/cutoff phase = 0.74998
```
